# Surface Green functions by decimation: doubling the slab at each step: a program that tests the result

```python
"""
Result under test: Sancho-Rubio decimation gives the surface Green function
G_00(z) of a semi-infinite crystal, and after i iterations its truncated value
is EXACTLY that of a slab of N = 2**i principal layers.
Symbols: h = block of one principal layer, V = block from a layer to the next
deeper one, z = E + i*eta, eps_s / eps = effective surface / bulk blocks,
alpha / beta = effective couplings inward / outward.
Example: fcc(110), one s orbital per atom, nearest-neighbour hopping -t;
a principal layer is two atomic layers. Energies in eV, lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eig
from scipy.optimize import brentq

inv = np.linalg.inv
norm = lambda m: np.linalg.norm(m, 2)
HBAR = const.hbar / const.e          # eV s
KB = const.k / const.e               # eV / K


def decimate(z, h, V, h_surface=None, steps=None, tol=1e-8):
    """Return G_surface, eps_s, eps, alpha, beta, number of iterations."""
    zI = np.asarray(z)[..., None, None] * np.eye(h.shape[-1])
    eps, eps_s = h, (h if h_surface is None else h_surface)
    alpha, beta = V, np.conj(np.swapaxes(V, -1, -2))
    count = 0
    while count < (60 if steps is None else steps):
        if steps is None and max(abs(alpha).max(), abs(beta).max()) < tol:
            break
        g = inv(zI - eps)
        ga, gb = g @ alpha, g @ beta
        inward = alpha @ gb
        eps_s = eps_s + inward
        eps = eps + inward + beta @ ga
        alpha, beta = alpha @ ga, beta @ gb
        count += 1
    assert count < 60
    return inv(zI - eps_s), eps_s, eps, alpha, beta, count


def slab_matrix(h, V, layers, h_surface=None):
    m = len(h)
    up = np.kron(np.eye(layers, k=1), V)
    H = np.kron(np.eye(layers), h) + up + up.conj().T
    if h_surface is not None:
        H[:m, :m] = h_surface
    return H


def slab_surface_green(z, h, V, layers, h_surface=None):
    """Spectral sum over the eigenstates of a finite slab."""
    energy, states = np.linalg.eigh(slab_matrix(h, V, layers, h_surface))
    top = states[:len(h)]
    return (top / (z - energy)) @ top.conj().T


def mode_surface_green(z, h, V):
    """Semi-infinite result from the decaying Bloch modes."""
    m = len(h)
    one, zero = np.eye(m), np.zeros((m, m))
    A = np.block([[zero, one], [-V.conj().T, z * one - h]])
    B = np.block([[one, zero], [zero, V]])
    lam, vec = eig(A, B)
    keep = abs(lam) < 1
    assert keep.sum() == m
    U = vec[:m, keep]
    transfer = U @ np.diag(lam[keep]) @ inv(U)
    return inv(z * one - h - V @ transfer), abs(lam[keep]).max()


# ---- general complex blocks, singular coupling, different surface block ----
rng = np.random.default_rng(4)
rand = lambda: rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
hr, hs, Vr = rand(), rand(), rand()
hr, hs = (hr + hr.conj().T) / 2, (hs + hs.conj().T) / 2
Vr[:, 2] = Vr[:, 0] - Vr[:, 1]
zr = 0.2 + 0.3j
slab_diff = 0.0
for i in range(7):
    G = decimate(zr, hr, Vr, hs, steps=i)[0]
    ref = slab_surface_green(zr, hr, Vr, 2**i, hs)
    slab_diff = max(slab_diff, norm(G - ref) / norm(ref))
assert slab_diff < 1e-9
_, es3, e3, a3, b3, _ = decimate(zr, hr, Vr, hs, steps=3)
F = inv(zr * np.eye(21) - slab_matrix(hr, Vr, 7))   # seven removed layers
Vd = Vr.conj().T
right, left = Vr @ F[:3, :3] @ Vd, Vd @ F[-3:, -3:] @ Vr
assert np.allclose(a3, Vr @ F[:3, -3:] @ Vr, atol=1e-9)
assert np.allclose(b3, Vd @ F[-3:, :3] @ Vd, atol=1e-9)
assert np.allclose(es3, hs + right, atol=1e-9)
assert np.allclose(e3, hr + right + left, atol=1e-9)
assert np.linalg.eigvalsh((e3 - e3.conj().T) / 2j).max() < 1e-10

# ---- fcc(110) model ----
a_lat, t, tau = 0.36, 1.0, 25e-15
eta = HBAR / (2 * tau)
d_atomic = a_lat / (2 * np.sqrt(2))
D = 2 * d_atomic


def atomic_couplings(ty, tz):
    """In-layer energy, next-layer and second-layer coupling."""
    return (-2 * t * np.cos(2 * ty), -4 * t * np.cos(ty) * np.cos(tz),
            -t * np.ones_like(ty))


def blocks(ty, tz):
    e0, v1, v2 = atomic_couplings(np.asarray(ty, float), np.asarray(tz, float))
    h = np.stack([np.stack([e0, v1], -1), np.stack([v1, e0], -1)], -2)
    V = np.stack([np.stack([v2, 0 * v2], -1), np.stack([v1, v2], -1)], -2)
    return h, V


def band(ty, tz, phi):
    e0, v1, v2 = atomic_couplings(ty, tz)
    return e0 + 2 * v1 * np.cos(phi) + 2 * v2 * np.cos(2 * phi)


def surface_grid(n):
    th = (np.arange(n) + 0.5) * np.pi / (2 * n)
    ty, tz = np.meshgrid(th, th, indexing="ij")
    return ty.ravel(), tz.ravel()


# Layer form of the band against the sum over the twelve fcc neighbours
neigh = [np.array(v) * a_lat / 2 for v in np.ndindex(3, 3, 3)]
neigh = [v - a_lat / 2 for v in neigh]
neigh = [v for v in neigh if abs(v @ v - a_lat**2 / 2) < 1e-9]
assert len(neigh) == 12
kvec = np.array([3.1, -5.2, 7.7])
direct = -t * sum(np.cos(kvec @ v) for v in neigh)
ky = (kvec[0] - kvec[1]) / np.sqrt(2)
kn = (kvec[0] + kvec[1]) / np.sqrt(2)
layered = band(ky * d_atomic, kvec[2] * a_lat / 2, kn * d_atomic)
assert abs(direct - layered) < 1e-10

# Half filling: the Fermi energy is the median of the band energies
n3 = 100
gy, gz = surface_grid(n3)
phis = (np.arange(n3) + 0.5) * np.pi / n3
E_F = float(np.median(band(gy[:, None], gz[:, None], phis[None, :])))

# ---- zero parallel wave vector: convergence with iteration ----
h, V = blocks(0.0, 0.0)
z = E_F + 1j * eta
G_exact, lam_max = mode_surface_green(z, h, V)
phi_F = brentq(lambda p: band(0.0, 0.0, p) - E_F, 1e-6, np.pi - 1e-6)
slope = (band(0.0, 0.0, phi_F + 1e-5) - band(0.0, 0.0, phi_F - 1e-5)) / 2e-5
velocity = slope * d_atomic * 1e-9 / HBAR       # m/s
mfp = velocity * tau * 1e9                      # nm
assert abs(-np.log(lam_max) / (D / (2 * mfp)) - 1) < 1e-3

errors, ldos = [], []
for i in range(14):
    G = decimate(z, h, V, steps=i)[0]
    errors.append(norm(G - G_exact) / norm(G_exact))
    ldos.append(-G[0, 0].imag / np.pi)
    if i <= 7:
        ref = slab_surface_green(z, h, V, 2**i)
        assert norm(G - ref) / norm(ref) < 1e-9
assert errors[-1] < 1e-10
rate_seen = np.log(errors[10] / errors[11])
rate_law = 2 * 2**10 * (-np.log(lam_max))
assert abs(rate_seen / rate_law - 1) < 1e-3

# Rigorous bound on the truncation error, weak and strong damping
for damping in (eta, 2.0, 10.0):
    zb = E_F + 1j * damping
    Gb = mode_surface_green(zb, h, V)[0]
    kappa = np.log(1 + damping / (4 * norm(V)))
    for i in range(6):
        miss = norm(decimate(zb, h, V, steps=i)[0] - Gb)
        bound = 4 * norm(V) / damping**2 * np.exp(-kappa * (2 * 2**i - 1))
        assert miss <= bound + 1e-13

# One layer at a time, to the same accuracy
target = 1e-8
G, layers = inv(z * np.eye(2) - h), 1
while norm(G - G_exact) / norm(G_exact) > target:
    G = inv(z * np.eye(2) - h - V @ G @ V.conj().T)
    layers += 1
    assert layers < 20000
doublings = next(i for i, e in enumerate(errors) if e <= target)
layers_law = mfp / D * np.log(1 / target)
assert 2**(doublings - 1) < layers <= 2**doublings
assert abs(layers / layers_law - 1) < 0.15

# Without damping the estimates never settle inside the band
wander = [decimate(E_F, h, V, steps=i)[0] for i in range(20, 31)]
jump = max(norm(p - q) for p, q in zip(wander, wander[1:])) / norm(G_exact)
assert jump > 0.01

# Bulk function from decimation against a sum over normal wave vectors
eps_bulk = decimate(z, h, V)[2]
g_bulk = inv(z * np.eye(2) - eps_bulk)[0, 0]
ph = 2 * np.pi * np.arange(20000) / 20000
assert abs(g_bulk - np.mean(1 / (z - band(0.0, 0.0, ph)))) < 1e-8

# ---- surface-zone averages ----
def surface_g(energy, damping, n, steps=None):
    hk, Vk = blocks(*surface_grid(n))
    return decimate(energy + 1j * damping, hk, Vk, steps=steps)[0][..., 0, 0]


dos = lambda g: float(-np.mean(g.imag) / np.pi)
g_surf = surface_g(E_F, eta, 100)
dos_surf = dos(g_surf)
dos_check = dos(surface_g(E_F, eta, 70))
assert abs(dos_check / dos_surf - 1) < 0.02
hk, Vk = blocks(*surface_grid(100))
eb = decimate(z, hk, Vk)[2]
dos_bulk = dos(inv(z * np.eye(2) - eb)[..., 0, 0])

# Occupations from an integral along the imaginary direction
nk = 40
ty, tz = surface_grid(nk)
hk, Vk = blocks(ty, tz)
x, w = np.polynomial.legendre.leggauss(24)
x, w = (x + 1) / 2, w / 2
y, wy = 4 * x / (1 - x), 4 * w / (1 - x)**2
zc = (E_F + 1j * y)[:, None]
Gc, _, ec, _, _, _ = decimate(zc, hk, Vk)
gc = Gc[..., 0, 0]
gbc = inv(zc[..., None, None] * np.eye(2) - ec)[..., 0, 0]
occupation = lambda g: float(1 + 2 / np.pi * wy @ g.real.mean(axis=1))
n_bulk, n_surf = occupation(gbc), occupation(gc)
assert abs(n_bulk - 1) < 0.01
shift = brentq(lambda s: occupation(gc / (1 - s * gc)) - 1, -5, 5)


def counted_occupation(delta, depth=32):
    """Count filled eigenstates of a slab built atomic layer by layer."""
    H = np.zeros((len(ty), depth, depth))
    e0, v1, v2 = atomic_couplings(ty, tz)
    j = np.arange(depth)
    H[:, j, j] = e0[:, None]
    H[:, j[1:], j[:-1]] = v1[:, None]
    H[:, j[2:], j[:-2]] = v2[:, None]
    H[:, 0, 0] += delta
    en, st = np.linalg.eigh(H)                  # uses the lower triangle
    return 2 * np.mean(np.sum(st[:, 0, :]**2 * (en < E_F), axis=1))


n_count, n_count_shift = counted_occupation(0.0), counted_occupation(shift)
assert abs(n_count - n_surf) < 0.01
assert abs(n_count_shift - 1) < 0.01
dos_shift = dos(g_surf / (1 - shift * g_surf))

# Temperature of use: thermal smearing and shorter phonon-limited lifetime
T_hot, T_room = 373.0, 300.0
u, wu = np.polynomial.legendre.leggauss(6)
E_th = E_F + 2 * KB * T_hot * np.arctanh(u)
g_th = surface_g(E_th[:, None], eta, 100)
dos_thermal = float(wu / 2 @ (-g_th.imag.mean(axis=1) / np.pi))
dos_life = dos(surface_g(E_F, eta * T_hot / T_room, 100))

# Finite film of 64 principal layers
film_fine = dos(surface_g(E_F, eta, 300, steps=6))
film_coarse = dos(surface_g(E_F, eta, 200, steps=6))
assert abs(film_fine / film_coarse - 1) < 0.03

# Rough two-level estimate of d admixture
d_depth, d_mix = 3.0, 1.0
_, two = np.linalg.eigh([[0.0, d_mix], [d_mix, -d_depth]])
d_weight = two[1, 1]**2

pct = lambda new: 100 * (new / dos_surf - 1)
print(f"lattice constant {a_lat:.2f} nm, hopping t {t:.2f} eV")
print(f"lifetime {tau*1e15:.1f} fs, eta = hbar/(2 tau) {eta*1e3:.2f} meV")
print(f"atomic layer spacing {d_atomic:.4f} nm")
print(f"principal layer thickness D {D:.4f} nm")
print(f"Fermi energy (half filling) {E_F:.3f} eV from site energy")
print(f"random complex blocks: worst slab difference {slab_diff:.1e}")
print("Zero parallel wave vector, E = Fermi energy:")
print(f"phase per atomic layer {phi_F:.4f} rad, dE/dphi {slope:.3f} eV")
print(f"normal velocity {velocity:.3e} m/s, mean free path {mfp:.2f} nm")
print(f"largest |lambda| per principal layer {lam_max:.6f}")
print("i, layers N, thickness nm, relative error, surface DOS 1/(eV spin)")
for i in range(14):
    print(f"{i:2d} {2**i:5d} {2**i*D:9.2f} {errors[i]:.2e} {ldos[i]:.5f}")
print(f"log error ratio i=10 to 11: {rate_seen:.4f}, law {rate_law:.4f}")
print(f"target relative error {target:.0e}")
print(f"one-by-one layers needed {layers}, estimate {layers_law:.0f}")
print(f"decimation iterations needed {doublings}")
print(f"eta=0: largest late jump / |G| {jump:.2f} (iterations 20-30)")
print("Surface-zone averages, DOS in 1/(eV atom spin):")
print(f"surface atom DOS {dos_surf:.4f} (coarser grid {dos_check:.4f})")
print(f"bulk atom DOS {dos_bulk:.4f}")
print(f"electrons per atom: bulk {n_bulk:.3f}, surface {n_surf:.3f}")
print(f"surface electrons by slab count {n_count:.3f}")
print(f"neutrality shift of surface atom {shift:.3f} eV")
print(f"slab count with that shift {n_count_shift:.3f} electrons")
print(f"DOS with shift {dos_shift:.4f}, change {pct(dos_shift):.1f} %")
print(f"thermal smearing at {T_hot:.0f} K: change {pct(dos_thermal):.2f} %")
print(f"lifetime scaled by {T_room/T_hot:.3f}: change {pct(dos_life):.2f} %")
print(f"film {64*D:.1f} nm: DOS {film_fine:.4f}, change {pct(film_fine):.1f} %")
print(f"film on coarser grid: DOS {film_coarse:.4f}")
print(f"same film, zero wave vector: change {100*(ldos[6]/ldos[-1]-1):.1f} %")
print(f"rough d level {d_depth:.1f} eV below, mixing {d_mix:.1f} eV:"
      f" d weight {d_weight:.3f}")
print("PASS")
```

Output:

```
lattice constant 0.36 nm, hopping t 1.00 eV
lifetime 25.0 fs, eta = hbar/(2 tau) 13.16 meV
atomic layer spacing 0.1273 nm
principal layer thickness D 0.2546 nm
Fermi energy (half filling) 0.918 eV from site energy
random complex blocks: worst slab difference 2.0e-15
Zero parallel wave vector, E = Fermi energy:
phase per atomic layer 1.6933 rad, dE/dphi 6.970 eV
normal velocity 1.348e+06 m/s, mean free path 33.69 nm
largest |lambda| per principal layer 0.996230
i, layers N, thickness nm, relative error, surface DOS 1/(eV spin)
 0     1      0.25 1.24e+00 0.00183
 1     2      0.51 1.74e+00 0.00672
 2     4      1.02 5.92e+00 0.13406
 3     8      2.04 7.22e-01 0.00359
 4    16      4.07 5.52e+00 0.45597
 5    32      8.15 9.07e-01 0.02710
 6    64     16.29 6.30e-01 0.03421
 7   128     32.58 4.29e-01 0.05738
 8   256     65.17 1.79e-01 0.07855
 9   512    130.33 2.72e-02 0.08867
10  1024    260.67 5.74e-04 0.09086
11  2048    521.34 2.51e-07 0.09093
12  4096   1042.67 4.62e-14 0.09093
13  8192   2085.34 2.09e-15 0.09093
log error ratio i=10 to 11: 7.7358, law 7.7362
target relative error 1e-08
one-by-one layers needed 2475, estimate 2438
decimation iterations needed 12
eta=0: largest late jump / |G| 4.68 (iterations 20-30)
Surface-zone averages, DOS in 1/(eV atom spin):
surface atom DOS 0.1727 (coarser grid 0.1727)
bulk atom DOS 0.1299
electrons per atom: bulk 1.000, surface 1.119
surface electrons by slab count 1.121
neutrality shift of surface atom 0.329 eV
slab count with that shift 1.001 electrons
DOS with shift 0.1598, change -7.4 %
thermal smearing at 373 K: change -0.02 %
lifetime scaled by 0.804: change -0.11 %
film 16.3 nm: DOS 0.1698, change -1.6 %
film on coarser grid: DOS 0.1699
same film, zero wave vector: change -62.4 %
rough d level 3.0 eV below, mixing 1.0 eV: d weight 0.084
PASS
```
